\section*{Natural electrostatic length of a thin single-gated channel and its fringing-field limits, part 2}

How does the potential decay along a thin channel above a flat gate when field can also escape upward? The channel fills $0<z<t_s$, with in-plane permittivity $\varepsilon_p$ and out-of-plane permittivity $\varepsilon_n$. The oxide ($\varepsilon_{ox}$, thickness $t_{ox}$) lies below it, and the gate, where $\phi=0$, is at $z=-t_{ox}$. An insulator $\varepsilon_{top}$ fills $z>t_s$. Permittivities are relative, lengths in nm and potentials in volts. The charge density $\rho$ is prescribed, and there are no contacts.

Write $C=\varepsilon_{ox}/t_{ox}$, $r=Ct_s/\varepsilon_n$ and $\phi_s(x)=\phi(x,0)$. With a closed top (no flux through the upper face), a vertical oxide field and a parabolic profile across the channel, Poisson's equation at the gate-side face gives
\begin{equation}
\phi_s''-\frac{\phi_s}{\lambda_0^2}=-\frac{\rho}{\varepsilon_0\varepsilon_p},
\qquad
\lambda_0^2=\frac{\varepsilon_p t_s t_{ox}}{\varepsilon_{ox}} .
\label{eq:local}
\end{equation}
Here $\lambda_0$ is the natural length. Imposing the equation on the thickness average or at the upper face instead gives squared lengths $\lambda_0^2(1+r/3)$ or $\lambda_0^2(1+r/2)$.

A charge $\sigma=\rho t_s$ per area on $x<0$ gives the gate-side plateau $V=\sigma/(\varepsilon_0C)$ and the upper-face plateau $V_b=V(1+r/2)$. In the charge-free channel,
\begin{equation}
\phi_s(x)=\frac V2e^{-x/\lambda_0}\qquad(x>0).
\label{eq:step}
\end{equation}

With the two-dimensional oxide field included, the slowest closed-top mode has length $\lambda>2t_{ox}/\pi$. For large $\lambda_0$ it expands as $\lambda^2\simeq\lambda_0^2+t_{ox}^2/3+\varepsilon_pt_s^2/(3\varepsilon_n)$. The last two terms are the closed-top corrections, which must be small against $\lambda_0^2$ for $\lambda_0$ to be reliable.

The open top is measured by the fringing parameter
\begin{equation}
\eta=\frac{\varepsilon_{top}}{C\lambda_0}=\frac{\varepsilon_{top}t_{ox}}{\varepsilon_{ox}\lambda_0}.
\label{eq:eta}
\end{equation}

The example has $t_s=0.6$ nm, $\varepsilon_p=15$ and $\varepsilon_n=6$. Stack A has $t_{ox}=1$ nm and $\varepsilon_{ox}=4$; stack B has $t_{ox}=5$ nm and $\varepsilon_{ox}=20$. Both have $\lambda_0=1.50$ nm and $r=0.4$, but their closed-top mode lengths are 1.69 and 3.48 nm.

\subsection{Response of a thin sheet}

Treat the channel first as a sheet: $t_s\to0$ at fixed $\varepsilon_pt_s$, with $r\to0$, so that the potential is uniform across it.

\paragraph{Lemma 3.} A sheet charge $\sigma_qe^{iqx}$ with real $q$ produces the sheet potential $\phi_qe^{iqx}$, where $D(q)\phi_q=\sigma_q/\varepsilon_0$ and
\begin{equation}
D(q)=\varepsilon_pt_sq^2+\varepsilon_{ox}|q|\coth(|q|t_{ox})+\varepsilon_{top}|q| .
\label{eq:D}
\end{equation}

\paragraph{Proof.} Outside the sheet $\phi$ satisfies Laplace's equation. Above, the bounded solution is $\phi_qe^{-|q|z}$, with slope $-|q|\phi_q$ at the sheet. Below, the solution vanishing on the gate is $\phi_q\sinh[|q|(z+t_{ox})]/\sinh(|q|t_{ox})$, with slope $|q|\coth(|q|t_{ox})\phi_q$. Poisson's equation integrated across the sheet reads
\begin{equation}
-\varepsilon_pt_sq^2\phi_q-\varepsilon_{top}|q|\phi_q
-\varepsilon_{ox}|q|\coth(|q|t_{ox})\phi_q=-\frac{\sigma_q}{\varepsilon_0}.
\end{equation}
Reversing the sign gives the result. $\square$

For small $q$, $\coth u\simeq1/u+u/3$, so
\begin{equation}
\frac{D(q)}{C}\simeq1+\eta\lambda_0|q|+\left(\lambda_0^2+\frac{t_{ox}^2}{3}\right)q^2 .
\label{eq:smallq}
\end{equation}
The local equation \eqref{eq:local} corresponds to $1+\lambda_0^2q^2$. At $q=1/\lambda_0$ this equals two, and the upper insulator adds $\eta$. At smaller $q$ the fringing term exceeds the in-plane term $\lambda_0^2q^2$ once $|q|<\eta/\lambda_0$, however small $\eta$ is. Its dependence on $|q|$ is not that of any finite-order differential equation in $x$: the upper field connects distant parts of the channel.

\subsection{The error at small $\eta$}

The step charge has the Fourier form
\begin{equation}
\sigma(x)=\sigma\left[\frac12-\frac1\pi\int_0^\infty\frac{\sin qx}{q}\,dq\right],
\end{equation}
since the integral is $\pi/2$ for $x>0$ and $-\pi/2$ for $x<0$. Applying Lemma 3 to each component, with $D(0)=C$, gives
\begin{equation}
\frac{\phi_s(x)}V=\frac12-\frac1\pi\int_0^\infty\frac{\sin qx}{q}\,\frac{C}{D(q)}\,dq .
\label{eq:fourier}
\end{equation}

\paragraph{Proposition 1.} For a sheet with a vertical oxide field, the open top changes the step potential \eqref{eq:step} by at most $\eta V/4$ at any $x>0$.

\paragraph{Proof.} With a vertical oxide field, $D/C=1+\xi^2+\eta\xi$, where $\xi=\lambda_0q$. Setting $\eta=0$ in \eqref{eq:fourier} recovers \eqref{eq:step}, because both solve the same equation with the same charge and are bounded. Subtracting the two integrals, with $u=x/\lambda_0$,
\begin{equation}
\frac{\phi_s}V-\frac{e^{-u}}2
=\frac\eta\pi\int_0^\infty\frac{\sin(u\xi)}{(1+\xi^2)(1+\xi^2+\eta\xi)}\,d\xi .
\end{equation}
The magnitude of the right side is at most $(\eta/\pi)\int_0^\infty(1+\xi^2)^{-2}d\xi=(\eta/\pi)(\pi/4)=\eta/4$. $\square$

Small $\eta$ thus secures a small error relative to the plateau $V$. It does not secure a small error relative to the local potential, which itself decreases with distance.

\subsection{The potential as a sum of decaying exponentials}

\paragraph{Theorem 2.} For a thin sheet with $\varepsilon_{top}>0$ and $x>0$,
\begin{equation}
\frac{\phi_s(x)}V=\frac C\pi\int_0^\infty
\frac{\varepsilon_{top}\,e^{-px}}{A(p)^2+\varepsilon_{top}^2p^2}\,dp,
\label{eq:spectral}
\end{equation}
with $A(p)=\varepsilon_{ox}p\cot(pt_{ox})-\varepsilon_pt_sp^2$. At large distance
\begin{equation}
\phi_s(x)\to\frac{\varepsilon_{top}}{\pi C}\frac Vx=\frac{\eta\lambda_0}{\pi x}V .
\label{eq:sheettail}
\end{equation}

\paragraph{Proof.} Continue $D$ from $q>0$ into the first quadrant by writing $q$ for $|q|$. Suppose first that $D(q)=0$ with $\mathrm{Re}\,q>0$ and $\mathrm{Im}\,q>0$. Place the sheet at $z=0$. Define $Z=e^{-qz}$ above it and $Z=\sinh[q(z+t_{ox})]/\sinh(qt_{ox})$ below it. Then $Z''=q^2Z$ on each side, and $D=0$ states that
\begin{equation}
\varepsilon_{ox}Z'(0^-)-\varepsilon_{top}Z'(0^+)=-\varepsilon_pt_sq^2 .
\end{equation}
Multiply $\varepsilon Z''=q^2\varepsilon Z$ by $Z^*$, where $\varepsilon$ is the local permittivity, and integrate by parts over both regions. The terms at the gate and at infinity vanish, and $Z(0)=1$, so
\begin{equation}
-\varepsilon_pt_sq^2-\int\varepsilon|Z'|^2dz=q^2\int\varepsilon|Z|^2dz .
\end{equation}
Hence $q^2$ is real and negative and $q$ is imaginary, contrary to the supposition. There are no zeros inside the quadrant.

The integral in \eqref{eq:fourier} is the imaginary part of $\int e^{iqx}C/(qD)\,dq$ along the positive real axis from a small $\delta$. Rotate the path to $q=ip$. On large arcs of radius $(n+\frac12)\pi/t_{ox}$, with $n$ an integer, $\coth(qt_{ox})$ stays bounded. There $D$ grows as $q^2$, the integrand falls as $|q|^{-3}$, and the arc contributes nothing in the limit. On the small arc from $\delta$ to $i\delta$, $C/D\to1$ and $\int dq/q=i\pi/2$. On the imaginary axis $ip\coth(ipt_{ox})=p\cot(pt_{ox})$, so
\begin{equation}
D(ip)=A(p)+i\varepsilon_{top}p .
\end{equation}
This does not vanish for $p>0$. Where the cotangent diverges, $C/D$ tends to zero. Since $dq/q=dp/p$, taking the imaginary part gives
\begin{equation}
\int_0^\infty\frac{\sin qx}{q}\frac CD\,dq
=\frac\pi2-\int_0^\infty\frac{C\varepsilon_{top}e^{-px}}{A^2+\varepsilon_{top}^2p^2}\,dp .
\end{equation}
Insertion in \eqref{eq:fourier} cancels the two halves and leaves \eqref{eq:spectral}.

At large $x$ the factor $e^{-px}$ selects small $p$. There $A\to C$, the weight tends to $\varepsilon_{top}/(\pi C)$, and $\int_0^\infty e^{-px}dp=1/x$. This proves \eqref{eq:sheettail}. $\square$

The weight in \eqref{eq:spectral} is nowhere negative and does not vanish as $p\to0$. The potential contains exponentials of arbitrarily great length, so no single exponential can describe it at large $x$. A zero of $A$ marks a decay rate that the stack would have with its top closed. When $\varepsilon_{top}$ is small, the weight is concentrated near such zeros, and this recovers the exponential at moderate distance.

The next term follows from $A\simeq C(1-\Lambda^2p^2)$ with $\Lambda^2=\lambda_0^2+t_{ox}^2/3$. The denominator in \eqref{eq:spectral} is then $C^2[1-(2\Lambda^2-\eta^2\lambda_0^2)p^2]$ to second order. With $\int_0^\infty p^2e^{-px}dp=2/x^3$, the tail is multiplied by
\begin{equation}
1+\frac{4\Lambda^2-2\eta^2\lambda_0^2}{x^2}.
\label{eq:next}
\end{equation}

\subsection{Finite thickness and the crossover}

For a channel of finite thickness, the leading tail follows from matching two regions. Seen from far away, the upper half-space has potential $V_b$ on its boundary for $x<0$ and nearly zero for $x>0$. Laplace's equation then gives $\phi=V_b\theta/\pi$, where $\theta$ is the angle from the positive $x$ axis. Just above the channel $\theta\simeq z'/x$, with $z'$ the height above the upper face, so $\partial_z\phi=V_b/(\pi x)$. The downward flux $\varepsilon_{top}V_b/(\pi x)$ crosses the charge-free channel and enters the oxide; to leading order, its sideways spreading is negligible because it varies slowly with $x$. The oxide potential drop is this flux divided by $C$:
\begin{equation}
\phi_s(x)\to\frac{V_b\,\varepsilon_{top}}{\pi Cx}
=V\,\frac{\eta'\lambda_0}{\pi x},\qquad
\eta'=\eta\left(1+\frac r2\right).
\label{eq:tail}
\end{equation}
For $r\to0$ this is \eqref{eq:sheettail}.

Equating \eqref{eq:tail} with $(V/2)e^{-x/\lambda_0}$ and setting $u=x/\lambda_0$ gives
\begin{equation}
ue^{-u}=\frac{2\eta'}\pi .
\label{eq:cross}
\end{equation}
The left side has its maximum $1/e$ at $u=1$. For $\eta'<\pi/(2e)=0.578$ there are two roots. If the closed-top corrections are small, the larger estimates the distance beyond which the tail dominates. If the closed-top mode is much longer than $\lambda_0$, as in stack B, the tail takes over only farther out. For larger $\eta'$ the tail expression exceeds the exponential at every distance.

\paragraph{Validity of the natural length.} Within this model, $\lambda_0$ describes the decay if three conditions hold together: the closed-top corrections are small; $\eta\ll1$; and $x$ lies well short of the larger root of \eqref{eq:cross}. Fringing inside the oxide violates the first condition when $\varepsilon_{ox}t_{ox}$ is no longer small against $3\varepsilon_pt_s$. Fringing through the upper insulator violates the second or third.

\subsection{Worked example}

Return to the model channel with $t_s=0.6$ nm, $\varepsilon_p=15$ and $\varepsilon_n=6$. Stack A has 1 nm of oxide with $\varepsilon_{ox}=4$, and stack B has 5 nm with $\varepsilon_{ox}=20$. Both have $\lambda_0=1.50$ nm and $r=0.4$. The plateau is $V=0.50$ V, which requires $\varepsilon_0CV/e=1.1\times10^{13}$ elementary charges per cm$^2$.

Under vacuum both stacks have $\eta=1/(4\times1.5)=0.167$. A thick cap with $\varepsilon_{top}=4$ raises this to 0.667 for A. The corresponding values of $\eta'=1.2\,\eta$ are 0.20 and 0.80. The first gives a root of \eqref{eq:cross} at 4.9 nm; the second exceeds 0.578, so the capped stack has none. For A the root is an underestimate, because its closed-top corrections are not small: the closed-top potential falls to the tail only at 5.8 nm. The approach to the tail is also slow. At 6 nm the potential under vacuum is still twice the 8.0 mV of \eqref{eq:tail}, and it comes within 10\% of the tail only beyond about 14 nm. The gate-side potentials, from diagonalization of the layered equation except in the second column, are as follows.

\begin{center}
\begin{tabular}{rrrrr}
$x$ (nm) & $\frac V2e^{-x/\lambda_0}$ & A, vacuum & A, cap & B, vacuum\\
3 & 33.8 & 53.3 & 77.2 & 101.2\\
6 & 4.6 & 16.0 & 37.2 & 45.7\\
12 & 0.1 & 4.6 & 16.8 & 11.5\\
\multicolumn{5}{c}{(potentials in mV)}
\end{tabular}
\end{center}

At 6 nm, closing the top of A would give 7.3 mV. The rise from 4.6 to 7.3 mV thus comes from the two-dimensional field within the closed stack, and the further rise to 16.0 mV from the vacuum above. Stack B has the same $\lambda_0$ and $\eta$ as A but a much larger potential at this distance, in keeping with its longer closed-top mode.

The equations are linear, so two charged regions separated by a charge-free channel of length $L$ give twice the single-step potential at the midpoint. For $L=12$ nm the natural length predicts $2\times4.6=9.2$ mV. The layered solutions give 32 mV for A under vacuum, 74 mV with the cap, and 91 mV for B under vacuum. In this model, with fixed charge and no contacts, a channel eight natural lengths long is therefore not electrostatically long in the sense that \eqref{eq:step} suggests.

The distance at which 1\% of the plateau remains tells the same story. It is 5.9 nm from \eqref{eq:step}, 6.6 nm for A with its top closed, 11.3 nm for A under vacuum, 16.8 nm for B under vacuum, and 38.4 nm for A with the cap. In the last case \eqref{eq:tail} gives $0.80\times1.5/(0.01\pi)=38.2$ nm, so the tail sets this distance and $\lambda_0$ enters merely through the product $\eta\lambda_0=\varepsilon_{top}/C$.

At 75 nm the computed potentials exceed the leading tail \eqref{eq:tail} by 0.18\% for A under vacuum, 0.12\% for A with the cap and 0.73\% for B. The computation ends the upper insulator at a height of 3000 nm, which lowers the potentials at this distance by about 0.025\%; for an unbounded insulator the excesses are 0.21\%, 0.14\% and 0.75\%. The thin-sheet factor \eqref{eq:next}, which neglects the channel thickness, predicts 0.18\%, 0.15\% and 0.75\%. For B the match is partly a cancellation: higher orders in $1/x$ raise the sheet value to 0.78\%, and the finite thickness lowers it again. Agreement with \eqref{eq:tail} at this distance was tested for all three stacks, and the two integrals \eqref{eq:fourier} and \eqref{eq:spectral} were tested against each other and against a very thin layer. In a strongly polarizable channel with $\eta=0.017$, the largest deviation from the exponential at the sampled distances, up to three natural lengths, is 0.24\% of the plateau. Relative to the exponential itself the deviation has reached 8\% at three natural lengths, although the larger root of \eqref{eq:cross} lies at $u=6.4$. The bound of Proposition 1 is 0.42\%, though that bound leaves out the small oxide and thickness corrections present in the computed value.

These numbers belong to an infinite gate, a prescribed charge and an unbounded upper insulator. Contacts, a gate of finite length, other conductors and mobile charge change the boundary conditions or the response, and would have to be added before the distances are applied to a particular device.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Channel thickness: 0.6 nm
Channel eps in-plane, out-of-plane: 15, 6
A: oxide thickness 1.0 nm, eps_ox 4
A: lambda0 1.5000 nm
A: thickness ratio r 0.4000
A: expanded length 1.6980 nm
A: closed-top mode length 1.6915 nm
A: mode length / lambda0 1.1277
A: lower bound 2 t_ox/pi 0.6366 nm
B: oxide thickness 5.0 nm, eps_ox 20
B: lambda0 1.5000 nm
B: thickness ratio r 0.4000
B: expanded length 3.2990 nm
B: closed-top mode length 3.4751 nm
B: mode length / lambda0 2.3168
B: lower bound 2 t_ox/pi 3.1831 nm
lambda0 in atomic units: 28.346 bohr
A: parabola length, thickness average: 1.5969 nm
A: parabola length, upper face: 1.6432 nm
A: upper/gate-side potential, mode: 1.1809
A: same ratio, parabola: 1.2000
A vac: eps_top 1, eta 0.1667
A cap: eps_top 4, eta 0.6667
B vac: eps_top 1, eta 0.1667
Crossover limit of eta(1+r/2): 0.5779
A vac: exponential/tail crossover 4.853 nm
Plateau potential: 0.50 V
Plateau charge density: 1.105e+13 e/cm^2
Gate-side potential in mV:
x/nm  exp(lambda0)  A closed   A vac   A cap   B vac
 1.5    91.9699   103.7852   111.7906   129.3838   155.5635
 3.0    33.8338    42.7770    53.3344    77.1619   101.1750
 6.0     4.5789     7.2604    15.9536    37.2215    45.7038
12.0     0.0839     0.2091     4.5873    16.8429    11.4755
24.0     0.0000     0.0002     2.0337     8.0700     2.3984
Distance where 1% of the plateau remains:
exp(lambda0): 5.87 nm
A closed: 6.63 nm
A vac: 11.31 nm
A cap: 38.40 nm
B vac: 16.82 nm
A vac: potential/tail law at 75 nm: 1.0018
A cap: potential/tail law at 75 nm: 1.0012
B vac: potential/tail law at 75 nm: 1.0073
Thin sheet at 6 nm, fraction of plateau:
Fourier 0.026856, rotated 0.026856, layer 0.026876
Valid-limit eta: 0.0167
Valid-limit largest error: 0.00237 of plateau
\end{verbatim}
